# Mean Squared Displacement of an Isotropic Walk with Exponential Steps: test program

```python
"""
Result under test: after n complete, independent, isotropic steps in three
dimensions, with exponentially distributed lengths of mean L, the mean squared
displacement is <R^2> = 2 n L^2.
Symbols: L mean step length (nm), n number of steps, R displacement (nm),
g mean cosine between successive directions, s total path length (nm),
k wave number (1/nm). Simulated means are compared with formulas within
five standard errors, the sampling uncertainty of the simulation.
"""
import numpy as np
from scipy.integrate import quad

rng = np.random.default_rng(20417)
WALKS = 200_000


def random_directions(count):
    vectors = rng.normal(size=(count, 3))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


def turn(directions, g):
    """Turn by a cosine uniform on [2g-1, 1], with random azimuth."""
    cosine = rng.uniform(2 * g - 1, 1, size=len(directions))
    side = random_directions(len(directions))
    side -= np.sum(side * directions, axis=1)[:, None] * directions
    side /= np.linalg.norm(side, axis=1)[:, None]
    sine = np.sqrt(1 - cosine**2)
    new = cosine[:, None] * directions + sine[:, None] * side
    return new / np.linalg.norm(new, axis=1)[:, None]


def simulate(mean_lengths, g=None, path_limit=None):
    """Return displacements, sums of squared lengths, and travelled paths."""
    position = np.zeros((WALKS, 3))
    square_sum = np.zeros(WALKS)
    path = np.zeros(WALKS)
    direction = random_directions(WALKS)
    for index, mean_length in enumerate(mean_lengths):
        if index > 0:
            if g is None:
                direction = random_directions(WALKS)
            else:
                direction = turn(direction, g)
        length = rng.exponential(mean_length, size=WALKS)
        if path_limit is not None:
            length = np.minimum(length, path_limit - path)
        position += length[:, None] * direction
        square_sum += length**2
        path += length
    return position, square_sum, path


def mean_and_error(sample):
    return np.mean(sample), np.std(sample, ddof=1) / np.sqrt(len(sample))


def check_sample(sample, expected):
    mean, error = mean_and_error(sample)
    assert abs(mean - expected) < 5 * error, (mean, error, expected)
    return mean, error


L = 0.5
n = 12
msd = 2 * n * L**2

# Moments of one step, by quadrature over the length density.
def length_moment(power):
    return quad(lambda l: l**power * np.exp(-l / L) / L, 0, 60 * L,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]

norm, mean_l, mean_l2, mean_l4 = [length_moment(p) for p in (0, 1, 2, 4)]
assert abs(norm - 1) < 1e-9
assert abs(mean_l - L) < 1e-9
assert abs(mean_l2 - 2 * L**2) < 1e-9
axis2 = quad(lambda c: c**2 / 2, -1, 1)[0] * mean_l2
axis4 = quad(lambda c: c**4 / 2, -1, 1)[0] * mean_l4
assert abs(axis2 - 2 * L**2 / 3) < 1e-9
assert abs(axis4 - 24 * L**4 / 5) < 1e-9

# Characteristic function, from the average over one isotropic step.
def step_characteristic(k):
    return quad(lambda t: np.exp(-t) * np.sinc(k * L * t / np.pi), 0, 60,
                epsabs=1e-13, epsrel=1e-12, limit=300)[0]

for k in (0.3, 1.0, 3.0):
    assert abs(step_characteristic(k) - np.arctan(k * L) / (k * L)) < 1e-9
h = 0.01
msd_characteristic = 6 * (1 - step_characteristic(h)**n) / h**2
# The finite difference has a relative truncation error of order h^2.
assert abs(msd_characteristic / msd - 1) < 2e-4

# Direct simulation of complete isotropic steps.
position, square_sum, _ = simulate([L] * n)
r2 = np.sum(position**2, axis=1)
sim_msd, sim_error = check_sample(r2, msd)
self_mean, self_error = check_sample(square_sum, msd)
cross_mean, cross_error = check_sample(r2 - square_sum, 0.0)
cross_spread = np.std(r2 - square_sum, ddof=1)
lateral = 4 * n * L**2 / 3
axis_variance = 2 * n * L**2 / 3
check_sample(np.sum(position[:, :2]**2, axis=1), lateral)
check_sample(position[:, 0]**2, axis_variance)
excess = 39 / (5 * n)
fourth = axis_variance**2 * (3 + excess)
sim_fourth, fourth_error = check_sample(np.mean(position**4, axis=1), fourth)
gaussian_fourth = 3 * axis_variance**2
assert sim_fourth - gaussian_fourth > 5 * fourth_error

# Steps of fixed length, simulated with independent directions.
fixed_position = np.zeros((WALKS, 3))
for _ in range(n):
    fixed_position += L * random_directions(WALKS)
fixed_msd = n * L**2
check_sample(np.sum(fixed_position**2, axis=1), fixed_msd)

# Mean free paths that change from step to step.
varied_L = np.linspace(0.3, 0.7, n)
varied_msd = 2 * np.sum(varied_L**2)
varied_position, _, _ = simulate(varied_L)
varied_sim, varied_error = check_sample(
    np.sum(varied_position**2, axis=1), varied_msd)

# Correlated directions.
g = 0.4
forward_msd = 2 * L**2 * (n / (1 - g) - g * (1 - g**n) / (1 - g)**2)
forward_position, _, _ = simulate([L] * n, g=g)
forward_sim, forward_error = check_sample(
    np.sum(forward_position**2, axis=1), forward_msd)

# Fixed total path: the final step is cut off at s.
def path_formula(s):
    return 2 * L**2 * (s / L - 1 + np.exp(-s / L))

s = n * L
path_msd = path_formula(s)
path_position, _, travelled = simulate([L] * 60, path_limit=s)
assert np.max(np.abs(travelled - s)) < 1e-9
path_sim, path_error = check_sample(
    np.sum(path_position**2, axis=1), path_msd)
assert msd - path_sim > 5 * path_error
short_s = 0.01 * L
short_ratio = path_formula(short_s) / short_s**2
assert abs(short_ratio - 1) < 0.01

print(f"Mean step length L: {L:.3f} nm")
print(f"Number of complete steps n: {n}")
print(f"Walks per simulation: {WALKS}")
print(f"Mean length by quadrature: {mean_l:.6f} nm")
print(f"Mean squared length by quadrature: {mean_l2:.6f} nm^2")
print(f"MSD, 2 n L^2: {msd:.4f} nm^2")
print(f"Root mean squared displacement: {np.sqrt(msd):.4f} nm")
print(f"MSD from characteristic function: {msd_characteristic:.4f} nm^2")
print(f"Simulated MSD: {sim_msd:.4f} nm^2")
print(f"  standard error: {sim_error:.4f} nm^2")
print(f"Simulated sum of squared lengths: {self_mean:.4f} nm^2")
print(f"  standard error: {self_error:.4f} nm^2")
print(f"Simulated mean of cross terms: {cross_mean:.4f} nm^2")
print(f"  standard error: {cross_error:.4f} nm^2")
print(f"Walk-to-walk spread of cross terms: {cross_spread:.3f} nm^2")
print(f"Lateral mean squared displacement: {lateral:.4f} nm^2")
print(f"Lateral root mean square: {np.sqrt(lateral):.4f} nm")
print(f"One-axis variance: {axis_variance:.4f} nm^2")
print(f"One-axis standard deviation: {np.sqrt(axis_variance):.4f} nm")
print(f"One-axis excess kurtosis: {excess:.4f} (no unit)")
print(f"One-axis fourth moment, formula: {fourth:.4f} nm^4")
print(f"One-axis fourth moment, simulated: {sim_fourth:.4f} nm^4")
print(f"  standard error: {fourth_error:.4f} nm^4")
print(f"Fourth moment of equal-variance Gaussian: {gaussian_fourth:.4f} nm^4")
print(f"MSD for fixed-length steps: {fixed_msd:.4f} nm^2")
print(f"Varied L, first and last: {varied_L[0]:.2f}, {varied_L[-1]:.2f} nm")
print(f"Varied L, average: {np.mean(varied_L):.4f} nm")
print(f"MSD for varied L, formula: {varied_msd:.4f} nm^2")
print(f"MSD for varied L, simulated: {varied_sim:.4f} nm^2")
print(f"  standard error: {varied_error:.4f} nm^2")
print(f"Mean scattering cosine g: {g:.2f} (no unit)")
print(f"MSD for forward scattering, formula: {forward_msd:.4f} nm^2")
print(f"MSD for forward scattering, simulated: {forward_sim:.4f} nm^2")
print(f"  standard error: {forward_error:.4f} nm^2")
print(f"Fixed total path s: {s:.3f} nm")
print(f"MSD at fixed path, formula: {path_msd:.4f} nm^2")
print(f"MSD at fixed path, simulated: {path_sim:.4f} nm^2")
print(f"  standard error: {path_error:.4f} nm^2")
print(f"MSD / s^2 at s = 0.01 L: {short_ratio:.5f} (no unit)")
print("ALL CHECKS PASSED")
```

Output:

```
Mean step length L: 0.500 nm
Number of complete steps n: 12
Walks per simulation: 200000
Mean length by quadrature: 0.500000 nm
Mean squared length by quadrature: 0.500000 nm^2
MSD, 2 n L^2: 6.0000 nm^2
Root mean squared displacement: 2.4495 nm
MSD from characteristic function: 5.9996 nm^2
Simulated MSD: 6.0249 nm^2
  standard error: 0.0137 nm^2
Simulated sum of squared lengths: 6.0046 nm^2
  standard error: 0.0087 nm^2
Simulated mean of cross terms: 0.0204 nm^2
  standard error: 0.0105 nm^2
Walk-to-walk spread of cross terms: 4.712 nm^2
Lateral mean squared displacement: 4.0000 nm^2
Lateral root mean square: 2.0000 nm
One-axis variance: 2.0000 nm^2
One-axis standard deviation: 1.4142 nm
One-axis excess kurtosis: 0.6500 (no unit)
One-axis fourth moment, formula: 14.6000 nm^4
One-axis fourth moment, simulated: 14.7728 nm^4
  standard error: 0.0919 nm^4
Fourth moment of equal-variance Gaussian: 12.0000 nm^4
MSD for fixed-length steps: 3.0000 nm^2
Varied L, first and last: 0.30, 0.70 nm
Varied L, average: 0.5000 nm
MSD for varied L, formula: 6.3782 nm^2
MSD for varied L, simulated: 6.3666 nm^2
  standard error: 0.0150 nm^2
Mean scattering cosine g: 0.40 (no unit)
MSD for forward scattering, formula: 9.4445 nm^2
MSD for forward scattering, simulated: 9.4548 nm^2
  standard error: 0.0194 nm^2
Fixed total path s: 6.000 nm
MSD at fixed path, formula: 5.5000 nm^2
MSD at fixed path, simulated: 5.4982 nm^2
  standard error: 0.0096 nm^2
MSD / s^2 at s = 0.01 L: 0.99667 (no unit)
ALL CHECKS PASSED
```
